# Why Crystal Rotations Have Order 1, 2, 3, 4 or 6

Take the square lattice in the plane: all points $n_1\mathbf b_1+n_2\mathbf b_2$ with integers $n_1,n_2$, where $\mathbf b_1=(a,0)$ and $\mathbf b_2=(0,a)$. A quarter turn about the origin, counterclockwise, sends $\mathbf b_1$ to $\mathbf b_2$ and $\mathbf b_2$ to $-\mathbf b_1$. If the coefficients of each image are written as a column, the turn becomes the matrix

$$
M=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.
$$

Its entries are integers because the images are lattice points. Now try an eighth of a turn. It sends $\mathbf b_1$ to $(a/\sqrt2,\,a/\sqrt2)$, whose coefficients $1/\sqrt2$ are not integers, so the lattice is not mapped to itself. The sum of the diagonal elements, the trace, already shows the difference: it is $2\cos90^\circ=0$ for the quarter turn and $2\cos45^\circ=\sqrt2$ for the eighth.

For one lattice this is a simple inspection. The trace makes it an argument about all lattices at once, because it does not depend on the basis. The statement to be proved is this. Let $L$ be a lattice in the plane or in space, that is, the set of all integer combinations of $n$ linearly independent vectors $\mathbf b_1,\dots,\mathbf b_n$, with $n=2$ or $n=3$. Let $R$ be a rotation about a lattice point that maps $L$ onto itself. Then the order of $R$, the smallest $k>0$ for which $R^k$ is the identity $I$, is 1, 2, 3, 4 or 6, and each of these values occurs. A rotation is a real matrix with $R^{\mathsf T}R=I$ and $\det R=+1$. That $R$ has a finite order at all is part of the conclusion.

The statement concerns lattices, while a crystal also has atoms arranged inside each cell. The link is as follows. Let $L$ be the set of translations that carry the crystal onto itself, which for a crystal periodic in all $n$ directions is a lattice in the sense above, and let $g:\mathbf x\mapsto R\mathbf x+\mathbf s$ be any symmetry of the crystal. For $\mathbf t$ in $L$, apply first the inverse of $g$, then the translation by $\mathbf t$, then $g$:

$$
\mathbf x\;\mapsto\;R^{-1}(\mathbf x-\mathbf s)\;\mapsto\;R^{-1}(\mathbf x-\mathbf s)+\mathbf t\;\mapsto\;(\mathbf x-\mathbf s)+R\mathbf t+\mathbf s=\mathbf x+R\mathbf t .
$$

All three operations are symmetries, so their product is one, and it is a translation by $R\mathbf t$. Hence $R\mathbf t$ lies in $L$. The same argument with $g^{-1}$ in place of $g$ shows that $R^{-1}\mathbf t$ lies in $L$, and therefore $RL=L$. The shift $\mathbf s$ has dropped out. The rotation part of a screw operation, which turns the crystal and also moves it along the axis, is thus restricted in the same way as a pure rotation.

Now put the basis vectors into the columns of a matrix $B$. Since each $R\mathbf b_j$ is a lattice vector, it has an expansion with integer coefficients $M_{ij}$:

$$
R\mathbf b_j=\sum_{i=1}^{n}\mathbf b_iM_{ij},\qquad\text{or}\qquad RB=BM .
$$

The basis vectors are linearly independent, so $B$ has an inverse and $M=B^{-1}RB$. The trace of a product is unchanged when its factors are permuted cyclically, which gives

$$
\operatorname{tr}M=\operatorname{tr}(B^{-1}RB)=\operatorname{tr}(RBB^{-1})=\operatorname{tr}R .
$$

The left side is a sum of integers. The right side depends on the rotation alone and knows nothing of the lattice. The trace of $R$ must therefore be an integer, even when individual Cartesian elements of $R$ are irrational.

It remains to express $\operatorname{tr}R$ by the angle. In the plane, the columns of $R$ are perpendicular unit vectors. The first can be written $(\cos\theta,\sin\theta)$. The second is then $(-\sin\theta,\cos\theta)$ or its negative, and the condition $\det R=+1$ selects the former. So

$$
R=\begin{pmatrix}\cos\theta&-\sin\theta\\ \sin\theta&\cos\theta\end{pmatrix},\qquad \operatorname{tr}R=2\cos\theta .
$$

In space we first need an axis, a direction that $R$ leaves fixed. It exists if $\det(R-I)=0$. Replace $I$ by $RR^{\mathsf T}$ and take out the factor $R$:

$$
\det(R-I)=\det\!\big(R(I-R^{\mathsf T})\big)=\det R\,\det(I-R^{\mathsf T})=\det(I-R).
$$

The last step uses $\det R=1$ and the fact that a matrix and its transpose have the same determinant. Changing the sign of a $3\times3$ matrix changes the sign of its determinant, so $\det(I-R)=-\det(R-I)$. The number $\det(R-I)$ equals its own negative and is zero. There is thus a unit vector $\mathbf n$ with $R\mathbf n=\mathbf n$.

If $\mathbf u$ is perpendicular to $\mathbf n$, then so is $R\mathbf u$, because a rotation preserves scalar products: $\mathbf n\cdot R\mathbf u=R\mathbf n\cdot R\mathbf u=\mathbf n\cdot\mathbf u=0$. In an orthonormal basis whose third vector is $\mathbf n$, the matrix of $R$ therefore consists of a $2\times2$ block and a single 1 on the diagonal. The block is orthogonal, and its determinant is $\det R=1$, so it is a plane rotation by some angle $\theta$. Hence

$$
\operatorname{tr}R=1+2\cos\theta .
$$

In both dimensions the integrality of the trace says that $m=2\cos\theta$ is an integer. Since $-1\le\cos\theta\le1$, it can take just five values:

$$
\begin{array}{c|ccccc}
m=2\cos\theta & 2&1&0&-1&-2\\ \hline
\theta & 0^\circ&60^\circ&90^\circ&120^\circ&180^\circ\\
\text{order} & 1&6&4&3&2
\end{array}
$$

The cosine fixes $\theta$ up to sign. The rotation by $-\theta$ is the inverse of the rotation by $\theta$ and has the same order, so nothing is missed. This proves the restriction.

To see that all five orders occur, two lattices suffice. The square lattice has the quarter turn, of order 4, and its powers include the half turn and the identity. For orders 6 and 3 take the hexagonal lattice with $\mathbf b_1=a(1,0)$ and $\mathbf b_2=a(-\tfrac12,\tfrac{\sqrt3}2)$. A turn by $60^\circ$ gives

$$
R\mathbf b_1=a\left(\tfrac12,\tfrac{\sqrt3}2\right)=\mathbf b_1+\mathbf b_2,\qquad
R\mathbf b_2=a\left(-\tfrac14-\tfrac34,\,-\tfrac{\sqrt3}4+\tfrac{\sqrt3}4\right)=-\mathbf b_1 .
$$

Both images are lattice vectors. The inverse turn also stays in the lattice, since these two equations give $R^{-1}\mathbf b_1=-\mathbf b_2$ and $R^{-1}\mathbf b_2=\mathbf b_1+\mathbf b_2$. The square of this turn has order 3. In space, add a third basis vector perpendicular to the plane. The rotations about that direction leave it fixed, so the stacked lattices keep them.

An integer trace is necessary for a rotation to preserve a lattice, but it does not guarantee that a given lattice is preserved. The $60^\circ$ turn has trace 1 in the plane, yet it takes the square-lattice vector $(a,0)$ to $(a/2,\sqrt3a/2)$, which is not a point of that lattice. The theorem lists what some lattice allows; each particular lattice selects from the list.

Numbers make the role of the basis visible. Take a hexagonal lattice in space with the round model parameters $a=3$ Å and $c=5$ Å, where $c$ is the length of the third basis vector, directed along $z$. For the $60^\circ$ turn about $z$, the Cartesian and lattice matrices are

$$
R=\begin{pmatrix}0.5&-0.866&0\\0.866&0.5&0\\0&0&1\end{pmatrix},\qquad
M=\begin{pmatrix}1&-1&0\\1&0&0\\0&0&1\end{pmatrix}.
$$

The first two columns of $M$ are the coefficients just found. The traces agree: $0.5+0.5+1=2$ and $1+0+1=2$. Turning the same lattice by $72^\circ$, a fifth of a full turn, gives instead

$$
B^{-1}RB=\begin{pmatrix}0.8581&-1.0982&0\\1.0982&-0.2401&0\\0&0&1\end{pmatrix},
$$

with trace $0.8581-0.2401+1=1.618$. The fractional entries show that this lattice is not preserved. The fractional trace shows more: no other choice of $B$ can make all entries integers, so no lattice in space has this rotation as a symmetry.

The axis need not lie along a basis vector. A body-centred cubic lattice with cube edge $4$ Å has the primitive basis, in Å,

$$
\mathbf b_1=(-2,2,2),\qquad \mathbf b_2=(2,-2,2),\qquad \mathbf b_3=(2,2,-2).
$$

The quarter turn about $z$ takes $(x,y,z)$ to $(-y,x,z)$. Therefore

$$
\begin{aligned}
R\mathbf b_1&=(-2,-2,2)=-\mathbf b_3,\\
R\mathbf b_2&=(2,2,2)=\mathbf b_1+\mathbf b_2+\mathbf b_3,\\
R\mathbf b_3&=(-2,2,-2)=-\mathbf b_2 .
\end{aligned}
$$

Reading the coefficients as columns gives

$$
M=\begin{pmatrix}0&1&0\\0&1&-1\\-1&1&0\end{pmatrix},\qquad \operatorname{tr}M=0+1+0=1=1+2\cos90^\circ .
$$

The matrix does not look like a quarter turn, but once $\det M=+1$ marks it as a rotation, its trace identifies the angle up to sense. The determinant is needed, because a mirror in space also has trace $1+1-1=1$.

The trace argument is short, but it does not show what would go wrong in a lattice with a forbidden axis. A second argument does. Start in the plane, and let $\mathbf v$ be a shortest nonzero lattice vector. One exists because the points $B\mathbf k$ with integer columns $\mathbf k$ satisfy $|B\mathbf k|\ge\sigma|\mathbf k|$, where $\sigma>0$ is the smallest singular value of the invertible matrix $B$; a disc of any given radius thus holds finitely many lattice points. Let $\mathbf v_\perp$ be $\mathbf v$ turned by $90^\circ$. Then

$$
R\mathbf v=\cos\theta\,\mathbf v+\sin\theta\,\mathbf v_\perp,\qquad
R^{-1}\mathbf v=\cos\theta\,\mathbf v-\sin\theta\,\mathbf v_\perp .
$$

In the sum the perpendicular parts cancel. Subtracting $m\mathbf v$, where $m$ is now the integer nearest to $2\cos\theta$, leaves

$$
\mathbf w=R\mathbf v+R^{-1}\mathbf v-m\mathbf v=(2\cos\theta-m)\,\mathbf v .
$$

If $R$ preserves the lattice, $\mathbf w$ is a lattice vector, being an integer combination of lattice vectors. Its length is at most $|\mathbf v|/2$, because no number is farther than $\tfrac12$ from the nearest integer. If $2\cos\theta$ is not an integer, $\mathbf w$ is also nonzero, which contradicts the choice of $\mathbf v$. For a fivefold axis $2\cos72^\circ=0.618$ and $m=1$, so $|\mathbf w|=0.382\,|\mathbf v|$. A forbidden rotation would thus require lattice points closer together than the smallest spacing.

The same reasoning works in space once there is a nonzero lattice vector perpendicular to the axis. For $\theta\ne0$, take a lattice vector $\mathbf t$ that is not parallel to $\mathbf n$. The difference $R\mathbf t-\mathbf t$ is a nonzero lattice vector, and $\mathbf n\cdot(R\mathbf t-\mathbf t)=R\mathbf n\cdot R\mathbf t-\mathbf n\cdot\mathbf t=0$. One then chooses $\mathbf v$ as the shortest nonzero lattice vector in the perpendicular plane, which $R$ maps to itself.

A lattice or crystal can also have improper symmetry operations, orthogonal matrices with $\det R=-1$. In the plane the second column now has the other sign, and

$$
R=\begin{pmatrix}\cos\theta&\sin\theta\\ \sin\theta&-\cos\theta\end{pmatrix},\qquad R^2=I .
$$

This is a reflection, of order 2. Its trace is zero for every $\theta$, so the trace says nothing about the direction of the mirror line.

In space, set $P=-R$. Then $\det P=(-1)^3\det R=+1$, so $P$ is a rotation. It preserves the lattice, since $-\mathbf t$ belongs to $L$ whenever $\mathbf t$ does. The order of $P$ is therefore 1, 2, 3, 4 or 6. The order of $R=-P$ follows from $R^k=(-1)^kP^k$. An odd $k$ cannot give the identity, because $\det R^k=(-1)^k=-1$. An even $k$ gives it when $P^k=I$. The order of $R$ is thus the smallest even multiple of the order of $P$:

$$
1\to2,\qquad 2\to2,\qquad 3\to6,\qquad 4\to4,\qquad 6\to6 .
$$

Improper operations of a lattice in space have order 2, 4 or 6. An improper operation of order 6 may contain a rotation $P$ of order 3, so the order of the operation and that of its rotation part have to be kept apart.

Three assumptions carry the proof, and each can be seen to matter. The first is that $R$ preserves lengths. The shear

$$
S=\begin{pmatrix}1&1\\0&1\end{pmatrix},\qquad S^k=\begin{pmatrix}1&k\\0&1\end{pmatrix},
$$

maps the square lattice onto itself and has the integer trace 2, yet no positive power of it is the identity. The bound $|m|\le2$ and the link between trace and order both came from the form of a rotation matrix, which $S$ does not have.

The second assumption is the dimension. In four dimensions let a linear map $C$ act on basis vectors by $\mathbf e_1\to\mathbf e_2\to\mathbf e_3\to\mathbf e_4\to\mathbf e_5$, where $\mathbf e_5=-(\mathbf e_1+\mathbf e_2+\mathbf e_3+\mathbf e_4)$. Then

$$
C\mathbf e_5=-(\mathbf e_2+\mathbf e_3+\mathbf e_4+\mathbf e_5)=\mathbf e_1 ,
$$

so $C$ permutes five vectors cyclically and has order 5, although its matrix is integer. Its trace is $-1$, from the coefficient of $\mathbf e_4$ in $C\mathbf e_4=\mathbf e_5$. It is also an isometry of a suitable lattice. The matrix

$$
G=\sum_{k=0}^{4}(C^k)^{\mathsf T}C^k
$$

is positive definite, since its $k=0$ term is $I$ and no other term is negative. It satisfies $C^{\mathsf T}GC=G$, because this merely shifts $k$ by one and $C^5=I$. Writing $G=B^{\mathsf T}B$ and taking the columns of $B$ as lattice basis, one finds that $R=BCB^{-1}$ obeys

$$
R^{\mathsf T}R=(B^{-1})^{\mathsf T}C^{\mathsf T}B^{\mathsf T}B\,C\,B^{-1}=(B^{-1})^{\mathsf T}G\,B^{-1}=I .
$$

Since $R^5=BC^5B^{-1}=I$, the real number $\det R$ satisfies $(\det R)^5=1$ and equals $+1$, so $R$ is a rotation of order 5 that maps this lattice onto itself. The proof fails here because a four-dimensional rotation can turn two planes by different angles. Its trace is then $2\cos\theta_1+2\cos\theta_2$, and the sum can be an integer when neither term is: for $72^\circ$ and $144^\circ$ it is $0.618-1.618=-1$. These are the angles of the present $R$. Its four eigenvalues are fifth roots of unity. The only real fifth root is 1 and the complex ones occur in conjugate pairs, so the eigenvalues form two pairs $e^{\pm i\theta}$. Each pair contributes $2$, $0.618$ or $-1.618$ to the trace, and only $0.618-1.618$ gives $-1$.

The averaging that produced $G$ works for any integer matrix of finite order, in any dimension. Each such matrix is therefore an isometry of some lattice, and the theorem can be tested on a finite sample without mentioning angles, by raising small integer matrices to successive powers. Among the 6960 three-dimensional matrices with entries $-1,0,1$ and determinant $\pm1$, the numerical check finds 1584 that return to the identity within 30 powers. Those with determinant $+1$ have the orders 1, 2, 3, 4 and 6, and those with determinant $-1$ have the orders 2, 4 and 6.

The third assumption is the lattice itself. A single molecule has no translations, so no integer matrix arises, and five equal atoms at the corners of a regular pentagon do have a fivefold axis. Such a molecule may be built into a crystal that is periodic in all three directions, but its fivefold rotation cannot then be a symmetry of the crystal as a whole. Periodicity along the axis alone imposes no such limit: an evenly spaced stack of identical pentagons on a common axis keeps the fivefold turn, because all its translations lie along the axis, which the turn leaves fixed.

## Computed results

```
Integer m = 2cos(theta), angle (degree), order:
  m =  2, angle =   0.0, order = 1
  m =  1, angle =  60.0, order = 6
  m =  0, angle =  90.0, order = 4
  m = -1, angle = 120.0, order = 3
  m = -2, angle = 180.0, order = 2
Integer-matrix search, powers up to 30:
  dimension 2, entries from -2 to 2: 104 matrices with det +1 or -1
    of finite order: 40; orders for det +1: [1, 2, 3, 4, 6], det -1: [2]
  dimension 3, entries from -1 to 1: 6960 matrices with det +1 or -1
    of finite order: 1584; orders for det +1: [1, 2, 3, 4, 6], det -1: [2, 4, 6]
Lattice symmetry groups (number of operations):
  simple cubic: 48; proper rotations by order: {1: 1, 2: 9, 3: 8, 4: 6}
  body-centred cubic: 48; proper rotations by order: {1: 1, 2: 9, 3: 8, 4: 6}
  hexagonal: 24; proper rotations by order: {1: 1, 2: 7, 3: 2, 6: 2}
Order n, 2cos(360 deg/n), length of Rv + R^-1 v - m v,
shortest nonzero vector found in the search (|v| = 1):
  n =  1:  2.0000, 0.0000, 1.0000
  n =  2: -2.0000, 0.0000, 1.0000
  n =  3: -1.0000, 0.0000, 1.0000
  n =  4:  0.0000, 0.0000, 1.0000
  n =  5:  0.6180, 0.3820, 0.2361
  n =  6:  1.0000, 0.0000, 1.0000
  n =  7:  1.2470, 0.2470, 0.2143
  n =  8:  1.4142, 0.4142, 0.3170
  n =  9:  1.5321, 0.4679, 0.1206
  n = 10:  1.6180, 0.3820, 0.2361
  n = 11:  1.6825, 0.3175, 0.1976
  n = 12:  1.7321, 0.2679, 0.2679
Hexagonal lattice: a = 3.0 angstrom, c = 5.0 angstrom
  60 deg, Cartesian R: [[0.5, -0.866, 0.0], [0.866, 0.5, 0.0], [0.0, 0.0, 1.0]]
  60 deg, lattice M: [[1, -1, 0], [1, 0, 0], [0, 0, 1]]
  trace = 2.0000, order = 6
  72 deg, lattice M: [[0.8581, -1.0982, 0.0], [1.0982, -0.2401, 0.0], [0.0, 0.0, 1.0]]
  trace = 1.6180, order = 5
Body-centred cubic lattice: a = 4.0 angstrom
  primitive vectors (angstrom): [[-2.0, 2.0, 2.0], [2.0, -2.0, 2.0], [2.0, 2.0, -2.0]]
  90 deg, lattice M: [[0, 1, 0], [0, 1, -1], [-1, 1, 0]]
  trace = 1.0000, order = 4
Shear [[1, 1], [0, 1]]: trace = 2, no finite order up to 30
Four-dimensional integer matrix: [[0, 0, 0, -1], [1, 0, 0, -1], [0, 1, 0, -1], [0, 0, 1, -1]]
  trace = -1, order = 5
```
